# Where Image Dispersion Vanishes for a Defect on a Triangular Superlattice: a program that tests the result

```python
"""
Result under test: a nondegenerate, threefold-symmetric defect orbital on a
triangular superlattice has no nearest-image energy shift at k = (2/3) M.
Symbols: L superlattice constant, t nearest-image hopping, t2 hopping at
sqrt(3) L, e0 on-site energy, M = b1/2, fractional k = (k1, k2) in b1, b2.
Microscopic check: one-band triangular host, one attractive site per N x N cell.
Energies are in eV and lengths in nm inside the program.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import struve, y0

# Rough typical inputs in the regime of monolayer WSe2
lattice = 0.33
mass_ratio = 0.4
depth = 0.5
spin_orbit = 0.2
screening_length = 4.5
temperature = 300.0
bond_strain = 0.01

POINTS = {"Gamma": (0.0, 0.0), "2/3 M": (1 / 3, 0.0), "M": (0.5, 0.0)}
BONDS = [(1, 0), (-1, 1), (0, -1)]  # related by 120 degree rotations


def cell_vectors(length):
    return length * np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])


def image_sum(k, length):
    """Sum exp(i k.R) over images found by their distance."""
    vectors = cell_vectors(length)
    total = 0.0
    for n in range(-2, 3):
        for m in range(-2, 3):
            position = n * vectors[0] + m * vectors[1]
            if abs(np.linalg.norm(position) - length) < 1e-9 * length:
                total += np.exp(1j * np.dot(k, position))
    return total.real


# Location and uniqueness of the zero, from the Cartesian lattice sum
size = 5
L = size * lattice
reciprocal = 2 * np.pi * np.linalg.inv(cell_vectors(L)).T
M_point = reciprocal[0] / 2
line = lambda x: image_sum(x * M_point, L)
root = brentq(line, 0.1, 0.9, xtol=1e-13)
assert abs(root - 2 / 3) < 1e-10
signs = np.sign([line(x) for x in np.linspace(0, 1, 200)])
assert np.count_nonzero(np.diff(signs)) == 1
assert abs(line(0) - 6) < 1e-10 and abs(line(1) + 2) < 1e-10


# Real-space periodic cluster of defect orbitals
def cluster_matrix(diagonal, hops, side=6):
    matrix = np.eye(side * side, dtype=complex) * diagonal
    for n in range(side):
        for m in range(side):
            start = n * side + m
            for (dn, dm), hop in zip(BONDS, hops):
                end = ((n + dn) % side) * side + (m + dm) % side
                matrix[start, end] += hop
                matrix[end, start] += np.conj(hop)
    return matrix


wave = np.array([np.exp(2j * np.pi * n / 3) for n in range(6) for m in range(6)])
for phase in (0.0, 0.7):
    H = cluster_matrix(-0.4, [-0.03 * np.exp(1j * phase)] * 3)
    assert np.max(abs(H @ wave + 0.4 * wave)) < 1e-12
S = cluster_matrix(1.0, [0.05] * 3)
assert np.max(abs(S @ wave - wave)) < 1e-12
ta, tb, tc = -0.03, -0.02, -0.05
H = cluster_matrix(0.0, [ta, tb, tc])
assert np.max(abs(H @ wave - (2 * tc - ta - tb) * wave)) < 1e-12

# Which farther images survive: rotate Cartesian positions explicitly
rotation = np.array([[-0.5, -np.sqrt(3) / 2], [np.sqrt(3) / 2, -0.5]])
k_special = 2 * M_point / 3
for n in range(-4, 5):
    for m in range(-4, 5):
        position = np.array([n, m]) @ cell_vectors(L)
        orbit = 0
        for _ in range(3):
            orbit += np.exp(1j * np.dot(k_special, position))
            position = rotation @ position
        rule = 3 * np.exp(2j * np.pi * n / 3) if (n - m) % 3 == 0 else 0
        assert abs(orbit - rule) < 1e-10

# Host band: hopping set by effective mass, checked by its curvature
hbar2_2m = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
host_hop = hbar2_2m / mass_ratio / (1.5 * lattice**2)
for angle in (0.0, 0.4, 1.1):
    q = 0.01 * np.array([np.cos(angle), np.sin(angle)])
    band = host_hop * (6 - image_sum(q, lattice))
    assert abs(band / (hbar2_2m / mass_ratio * 1e-4) - 1) < 1e-4

# Isolated defect from the host Green function
grid = 2 * np.pi * np.arange(400) / 400
p1, p2 = np.meshgrid(grid, grid, indexing="ij")
host = host_hop * (6 - 2 * (np.cos(p1) + np.cos(p2) + np.cos(p1 - p2)))
resolvent = 1 / (-depth - host)
defect_potential = 1 / np.mean(resolvent)
norm = np.mean(resolvent**2)


def image_hop(n, m):
    return np.mean(np.cos(n * p1 + m * p2) * resolvent) / norm


def defect_level(N, k):
    """Lowest eigenvalue of the full host supercell at fractional k."""
    matrix = np.eye(N * N, dtype=complex) * 6 * host_hop
    matrix[0, 0] += defect_potential
    for i in range(N):
        for j in range(N):
            for di, dj in BONDS:
                wrap_i, new_i = divmod(i + di, N)
                wrap_j, new_j = divmod(j + dj, N)
                factor = np.exp(2j * np.pi * (k[0] * wrap_i + k[1] * wrap_j))
                a, b = i * N + j, new_i * N + new_j
                matrix[a, b] -= host_hop * factor
                matrix[b, a] -= host_hop * np.conj(factor)
    return np.linalg.eigvalsh(matrix)[0]


shifts, predictions = {}, {}
for N in (5, 6, 7):
    shifts[N] = {name: defect_level(N, k) + depth for name, k in POINTS.items()}
    predictions[N] = -3 * image_hop(N, N)
    assert abs(shifts[N]["2/3 M"] / predictions[N] - 1) < 0.05
    assert abs(shifts[N]["2/3 M"]) < 0.1 * abs(shifts[N]["Gamma"])
    assert abs(shifts[N]["2/3 M"]) < 0.2 * abs(shifts[N]["M"])
assert shifts[5]["2/3 M"] > shifts[6]["2/3 M"] > shifts[7]["2/3 M"] > 0

t = image_hop(size, 0)
t2 = image_hop(size, size)
zone_mean = np.mean([defect_level(size, (i / 6, j / 6))
                     for i in range(6) for j in range(6)]) + depth

# Slope at the special point, by finite difference of the lattice sum
dk = 1e-5
unit = M_point / np.linalg.norm(M_point)
slope = t * (image_sum(k_special + dk * unit, L)
             - image_sum(k_special - dk * unit, L)) / (2 * dk)
assert abs(slope / (-3 * t * L) - 1) < 1e-6

# One bond family longer by the stated strain, using exponential decay
kappa = np.sqrt(depth * mass_ratio / hbar2_2m)
changed_t = t * np.exp(-kappa * L * bond_strain)
strained = cluster_matrix(0.0, [t, t, changed_t])
strain_shift = (np.vdot(wave, strained @ wave) / np.vdot(wave, wave)).real


# Two-orbital defect: sigma hopping t, pi hopping zero
def doublet_levels(t_sigma, t_pi, coupling):
    matrix = coupling / 2 * np.array([[0, -1j], [1j, 0]])
    for bond in BONDS:
        position = np.array(bond) @ cell_vectors(L)
        direction = position / np.linalg.norm(position)
        projector = np.outer(direction, direction)
        hop = t_sigma * projector + t_pi * (np.eye(2) - projector)
        matrix = matrix + 2 * np.cos(np.dot(k_special, position)) * hop
    return np.linalg.eigvalsh(matrix)


for sigma, pi_hop, coupling in ((t, 0, 0), (t, 0, spin_orbit), (-0.03, 0.01, 0.1)):
    levels = doublet_levels(sigma, pi_hop, coupling)
    expected = np.sqrt(coupling**2 + 9 * (sigma - pi_hop)**2)
    assert abs(np.mean(levels)) < 1e-12
    assert abs(levels[1] - levels[0] - expected) < 1e-12
doublet_split = np.ptp(doublet_levels(t, 0, 0))
spin_orbit_split = np.ptp(doublet_levels(t, 0, spin_orbit))

# Screened interaction of two unit charges in a free-standing monolayer
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
ratio = L / screening_length
pair_energy = (coulomb * np.pi / (2 * screening_length)
               * (struve(0, ratio) - y0(ratio)))
integral = mp.quadosc(lambda s: mp.besselj(0, s) / (1 + s / ratio),
                      [0, mp.inf], zeros=lambda n: mp.pi * (n - 0.25))
assert abs(float(integral) * coulomb / L / pair_energy - 1) < 1e-5
thermal = const.k * temperature / const.e

print(f"Host lattice constant (rough input): {lattice:.2f} nm")
print(f"Effective mass ratio (rough input): {mass_ratio:.2f}")
print(f"Isolated level below band edge (rough input): {depth:.2f} eV")
print(f"Host hopping magnitude: {host_hop:.4f} eV")
print(f"Defect site potential: {defect_potential:.4f} eV")
print(f"Continuum amplitude decay length: {1 / kappa:.3f} nm")
print(f"5x5 superlattice constant L: {L:.2f} nm")
print(f"Zero on Gamma-M, fraction of the way: {root:.8f}")
print(f"Distance Gamma to M for 5x5: {np.linalg.norm(M_point):.4f} 1/nm")
print(f"Distance Gamma to zero for 5x5: {np.linalg.norm(k_special):.4f} 1/nm")
print(f"Nearest-image hopping t, 5x5: {1e3 * t:.3f} meV")
print(f"Second-shell hopping t2, 5x5: {1e3 * t2:.4f} meV")
print(f"Nearest-image model shift at Gamma: {1e3 * t * line(0):.2f} meV")
print(f"Nearest-image model shift at M: {1e3 * t * line(1):.2f} meV")
print(f"Nearest-image model slope at 2/3 M: {1e3 * slope:.2f} meV nm")
print("Full host supercell, shifts from the isolated level:")
for N in (5, 6, 7):
    for name in POINTS:
        print(f"  {N}x{N} at {name}: {1e3 * shifts[N][name]:.3f} meV")
    print(f"  {N}x{N} predicted -3 t2 at 2/3 M: {1e3 * predictions[N]:.3f} meV")
print(f"5x5 zone-averaged shift, 6x6 k mesh: {1e3 * zone_mean:.3f} meV")
print("Neglected effects, 5x5:")
print(f"  Bond-family length change (input): {100 * bond_strain:.1f} %")
print(f"  Resulting shift at 2/3 M: {1e3 * strain_shift:.3f} meV")
print(f"  Doublet splitting, no spin-orbit: {1e3 * doublet_split:.2f} meV")
print(f"  Spin-orbit splitting (rough input): {1e3 * spin_orbit:.0f} meV")
print(f"  Doublet splitting with spin-orbit: {1e3 * spin_orbit_split:.2f} meV")
print(f"  Screening length (rough input): {screening_length:.1f} nm")
print(f"  Charged-image pair energy: {1e3 * pair_energy:.0f} meV")
print(f"  Temperature (input): {temperature:.0f} K")
print(f"  Thermal energy: {1e3 * thermal:.2f} meV")
print("all tests passed")
```

Output:

```
Host lattice constant (rough input): 0.33 nm
Effective mass ratio (rough input): 0.40
Isolated level below band edge (rough input): 0.50 eV
Host hopping magnitude: 0.5831 eV
Defect site potential: -3.0280 eV
Continuum amplitude decay length: 0.436 nm
5x5 superlattice constant L: 1.65 nm
Zero on Gamma-M, fraction of the way: 0.66666667
Distance Gamma to M for 5x5: 2.1985 1/nm
Distance Gamma to zero for 5x5: 1.4657 1/nm
Nearest-image hopping t, 5x5: -12.423 meV
Second-shell hopping t2, 5x5: -0.6275 meV
Nearest-image model shift at Gamma: -74.54 meV
Nearest-image model shift at M: 24.85 meV
Nearest-image model slope at 2/3 M: 61.49 meV nm
Full host supercell, shifts from the isolated level:
  5x5 at Gamma: -64.489 meV
  5x5 at 2/3 M: 1.879 meV
  5x5 at M: 27.164 meV
  5x5 predicted -3 t2 at 2/3 M: 1.882 meV
  6x6 at Gamma: -29.923 meV
  6x6 at 2/3 M: 0.475 meV
  6x6 at M: 11.394 meV
  6x6 predicted -3 t2 at 2/3 M: 0.476 meV
  7x7 at Gamma: -13.737 meV
  7x7 at 2/3 M: 0.122 meV
  7x7 at M: 4.924 meV
  7x7 predicted -3 t2 at 2/3 M: 0.122 meV
5x5 zone-averaged shift, 6x6 k mesh: 2.706 meV
Neglected effects, 5x5:
  Bond-family length change (input): 1.0 %
  Resulting shift at 2/3 M: 0.922 meV
  Doublet splitting, no spin-orbit: 37.27 meV
  Spin-orbit splitting (rough input): 200 meV
  Doublet splitting with spin-orbit: 203.44 meV
  Screening length (rough input): 4.5 nm
  Charged-image pair energy: 451 meV
  Temperature (input): 300 K
  Thermal energy: 25.85 meV
all tests passed
```
